# The Drift-Only Ohmic-to-Mott-Gurney Crossover in a Thin Oxide Film

## Problem

An oxide film of thickness $L=50$ nm and relative permittivity 25 lies between two plane electrodes. It holds $n_0=10^{16}$ free electrons per cubic centimetre, neutralised by fixed positive charge. The electron mobility $\mu$ is constant, no traps are active, and the temperature is 300 K.

(a) Neglect diffusion. Show that the ohmic line and the Mott-Gurney line cross at about 16 mV, below the thermal voltage $V_T=k_BT/q$.

(b) Both electrodes now hold an electron density of $10^{19}$ cm$^{-3}$ at their surfaces. Restore diffusion and decide whether the current bends at the voltage found in (a).

Let $x$ run from the cathode at $x=0$ to the anode at $x=L$. The potential $\phi$ is higher at the anode than at the cathode, and $E=d\phi/dx$. Without diffusion, $E$ is the magnitude of the field. With diffusion, it can be negative near the cathode. The voltage $V$, the current density $J$ and the elementary charge $q$ are positive. The charge density is $-q(n-n_0)$, so Poisson's equation reads

$$\frac{dE}{dx}=\frac{q}{\varepsilon}(n-n_0).$$

## First estimate by scaling

The ohmic current is carried by the background charge, $qn_0L$ per unit area. A voltage $V$ across the film's capacitance injects a charge of order $\varepsilon V/L$ per unit area. Injection matters when the two are equal:

$$V\sim\frac{qn_0L^2}{\varepsilon}.$$

With $\varepsilon=2.2135\times10^{-12}$ F/cm and $L=5\times10^{-6}$ cm,

$$\frac{(1.6022\times10^{-19})(10^{16})(5\times10^{-6})^2}{2.2135\times10^{-12}}\ \text{V}=18.1\ \text{mV}.$$

This fixes the dependence on $n_0$, $L$ and $\varepsilon$, but not the numerical factor.

## Exact solution without diffusion

**The two lines.** If $n=n_0$ everywhere, the field is $V/L$ and

$$J_\Omega=qn_0\mu\frac VL.$$

If injected electrons dominate, $n_0$ drops out of Poisson's equation. Inserting $n=J/(q\mu E)$ and multiplying by $2E$ gives

$$\frac{d(E^2)}{dx}=\frac{2J}{\varepsilon\mu}.$$

A cathode able to supply any current is represented, in the drift-only model, by $E(0)=0$. Hence $E=\sqrt{2Jx/(\varepsilon\mu)}$, and

$$V=\int_0^L E\,dx=\frac23\sqrt{\frac{2J}{\varepsilon\mu}}\,L^{3/2}.$$

Squaring gives $V^2=8JL^3/(9\varepsilon\mu)$, which is the Mott-Gurney law:

$$J_{MG}=\frac98\,\varepsilon\mu\frac{V^2}{L^3}.$$

Setting $J_\Omega=J_{MG}$ and dividing by $\mu V/L$ leaves $qn_0=9\varepsilon V/(8L^2)$. The crossover is therefore

$$V_x=\frac{8qn_0L^2}{9\varepsilon}=\frac89(18.10\ \text{mV})=16.1\ \text{mV}.$$

The thermal voltage at 300 K is 25.9 mV, so $V_x/V_T=0.622$. This proves (a).

**The curve between the lines.** Keep both densities and define $u=n_0/n=qn_0\mu E/J$, which is zero at the cathode. Since $E=Ju/(qn_0\mu)$, Poisson's equation becomes

$$\frac{J}{qn_0\mu}\frac{du}{dx}=\frac{qn_0}{\varepsilon}\,\frac{1-u}{u},
\qquad dx=a\,\frac{u\,du}{1-u},\qquad a=\frac{\varepsilon J}{q^2n_0^2\mu}.$$

Let $u_L$ be the value at the anode. Because $u/(1-u)=-1+1/(1-u)$ and $u^2/(1-u)=-u-1+1/(1-u)$, integration gives

$$L=aA,\qquad A=-\ln(1-u_L)-u_L,$$

$$V=\int_0^L E\,dx=\frac{Ja}{qn_0\mu}B,\qquad B=A-\frac{u_L^2}{2}.$$

Dividing $J$ by $J_\Omega=qn_0\mu V/L$, and eliminating $J$ from $V$ by means of $a=L/A$, gives

$$\frac{J}{J_\Omega}=\frac AB,\qquad V=\frac{qn_0L^2}{\varepsilon}\frac{B}{A^2}.$$

As $u_L\to1$ the logarithm dominates both $A$ and $B$. Then $V\to0$ and $J/J_\Omega\to1$, the ohmic limit. For small $u_L$, $A\simeq u_L^2/2$ and $B\simeq u_L^3/3$, so $J/J_\Omega\simeq3/(2u_L)$ and $V\simeq4qn_0L^2/(3\varepsilon u_L)$. Eliminating $u_L$ gives $J/J_\Omega=V/V_x$, the Mott-Gurney limit.

At $V_x$, numerical solution gives $J/J_\Omega=1.805$ and a logarithmic slope $d\ln J/d\ln V=1.53$. Even without diffusion, $V_x$ marks the middle of a gradual change from slope 1 to slope 2.

## What the thermal voltage says

Diffusion lets electrons spread from the contacts with no voltage applied. In equilibrium, with $\phi$ measured from the neutral interior of a thick film, $n=n_0e^{\phi/V_T}$. For small $\phi/V_T$, Poisson's equation becomes

$$\frac{d^2\phi}{dx^2}=\frac{\phi}{L_D^2},\qquad L_D=\sqrt{\frac{\varepsilon V_T}{qn_0}}.$$

A small disturbance at a contact thus decays over the Debye length $L_D$, here 59.8 nm. Substituting $qn_0/\varepsilon=V_T/L_D^2$ into $V_x$ gives

$$\frac{V_x}{V_T}=\frac89\left(\frac{L}{L_D}\right)^2.$$

The condition $V_x<V_T$ is therefore the same as $L<\sqrt{9/8}\,L_D=63.4$ nm. The 50 nm film satisfies it, and is too thin to screen its contacts from its interior.

## Solution with diffusion

Measure length in $L$, potential in $V_T$, and density in $n_s=\varepsilon V_T/(qL^2)=1.43\times10^{16}$ cm$^{-3}$. From here on, $x$, $\phi$ and $n$ denote these scaled quantities, and $v=V/V_T$. With the Einstein relation $D=\mu V_T$ for the diffusion coefficient,

$$\phi''=n-N,\qquad j=n\phi'-n'.$$

The scaled background is $N=n_0/n_s=0.700$, and $j$ is $J$ in units of $\varepsilon\mu V_T^2/L^3$. The two lines become $j=Nv$ and $j=9v^2/8$. The density at each contact is $N_c=10^{19}/(1.43\times10^{16})\simeq700$.

This form of the Einstein relation assumes a non-degenerate electron gas. For an effective mass of 0.2 electron masses, the gas at the contacts would be degenerate, and the low-voltage conductance found below would be about a quarter larger. The conclusion would not change.

**Equilibrium.** First set $N=0$. This is justified afterwards, because the lowest density found in the film is much larger than $N$. At $j=0$ we have $n'/n=\phi'$, so $(\ln n)''=n$. With $s=x-\tfrac12$, try

$$n=\frac{2k^2}{\cos^2(ks)}.$$

Then $(\ln n)'=2k\tan(ks)$ and $(\ln n)''=2k^2/\cos^2(ks)=n$, as required. The contacts at $s=\pm\tfrac12$ demand $2k^2=N_c\cos^2(k/2)$ with $0<k<\pi$. Numerical solution gives $k=2.837$.

The lowest density, at mid-film, is $2k^2n_s=16.1\times1.43\times10^{16}=2.3\times10^{17}$ cm$^{-3}$. This is 23 times $n_0$, before any voltage is applied.

**Small voltage.** Dividing the current equation by $n$ gives $j/n=(\phi-\ln n)'$. The contact densities are equal, so $\ln n$ cancels on integration and $j\int_0^1dx/n=v$. To first order in $v$, the equilibrium density may be used:

$$\int_{-1/2}^{1/2}\frac{\cos^2(ks)}{2k^2}\,ds=\frac{1}{4k^2}\left(1+\frac{\sin k}{k}\right),$$

$$j=gv,\qquad g=\frac{4k^2}{1+\sin k/k}=29.1.$$

For an unlimited contact density $k\to\pi$ and $g\to4\pi^2$, so $g$ stays finite.

The equations with $N=0.700$ retained were solved numerically as a boundary-value problem. At $V_x$ they give $j/v=29.8$, close to the formula. The current is $29.8/0.700\simeq43$ times the ohmic line, and its logarithmic slope is 1.003. The answer to (b) is that the current does not bend at 16 mV: it is linear there, and is carried mainly by electrons from the contacts.

A control case identifies the cause. If the contacts hold only $n_0$, then $n=N$ and $\phi=vx$ solve both equations, and the ohmic line $j=Nv$ returns. Such contacts, however, are not the unlimited reservoir assumed by the Mott-Gurney law.

**Where the new line meets the square law.** Setting $gv=9v^2/8$ gives $v=8g/9=25.9$, or 0.67 V. The numerical solution with background has 1.81 times the common value of the two lines there. The intersection is therefore not a sharp threshold. Nor is the square law a strict high-voltage limit here: that law assumes an unlimited electron density at the cathode. With the finite density used here, the computed current has fallen slightly below the Mott-Gurney line by about 5 V, and its logarithmic slope peaks at about 1.75, near 3 to 4 V, without reaching 2. At much higher voltages the equations tend back towards a current proportional to $V$, but only beyond breakdown: at 20 V, where the mean field is already 4 MV/cm, the slope is still about 1.4.

## Comparison

The scaling estimate of 18.1 mV exceeds the drift-only result of 16.1 mV by one eighth of the latter. The difference is the factor $9/8$ in the Mott-Gurney law. Both values lie below $V_T$.

Both also share a physical omission: they count only the charge injected by the applied voltage. Replacing $V$ by $V_T$ in the injected density $\varepsilon V/(qL^2)$ gives the density scale $n_s$ for electrons spread by thermal motion. It already exceeds $n_0$, and the equilibrium solution raises it by a further factor of 16 at mid-film. With these contacts, the intersection moves from 16 mV to 0.67 V.

**Shallow traps.** Let $N_t$ be the trap density and $N_1$ the free density at which half the traps are filled. For $n\ll N_1$ the trapped density is $nN_t/N_1$. If the equilibrium trapped charge is neutralised, each additional free electron is accompanied by $N_t/N_1$ trapped ones:

$$\frac{dE}{dx}=\frac{q(n-n_0)}{\theta\varepsilon},\qquad \theta=\frac1{1+N_t/N_1}.$$

In this approximation the drift-only solution is unchanged except that $\varepsilon$ becomes $\theta\varepsilon$, so the crossover becomes $V_x/\theta$. In the example below, using the full trap occupancy $N_tn/(n+N_1)$ raises the current at the crossover by only about 2%. Almost all of this comes from partial filling of the traps where $n$ is still below $N_1$; the zone at the cathode where $n$ exceeds $N_1$ is too thin to matter. For $N_t=10^{19}$ and $N_1=10^{18}$ cm$^{-3}$, $\theta=1/11$ and the crossover is 177 mV. The inequality in (a) thus needs $\theta>0.622$. A crossover above $V_T$ does not by itself justify neglecting diffusion.

**Relation to a real film.** The permittivity is a rough typical value for hafnium oxide. The carrier density is a chosen value, high for a good insulator, and meant for an oxygen-deficient film. A thickness of 50 nm is large for a resistive memory cell; at 10 nm, with $n_0$ and $\varepsilon$ fixed, $V_x$ falls 25-fold to 0.64 mV. Real oxides contain traps, which in the example above raise the drift-only crossover elevenfold. Real electrodes may also present a barrier that supplies far fewer electrons than assumed in (b). A cell 100 nm square would hold only $n_0L(100\ \text{nm})^2=5$ background electrons on average, so a smooth density $n_0$ is itself a coarse description. At voltages near $V_x$ breakdown is remote: the mean field at $V_x$ is 0.0032 MV/cm, and the local field at the contacts in (b) is about 0.19 MV/cm, against a rough breakdown field of 4 MV/cm. At 358 K, with $n_0$ held fixed, $V_T$ rises to 30.9 mV and the inequality in (a) becomes stronger.
